# Force constants from shifted q-grids: twisted images and their partial cancellation: a program that tests the result

```python
# Result under test: force constants from a shifted q-grid are image sums
#   Phi_s(R) = sum_L exp(2 pi i s.L) Phi(R + N L),
# antiperiodic for s = 1/2; the mean of s = 0 and s = 1/2 keeps even images.
# Phi(R): true force constants; C(q) = sum_R Phi(R) exp(i q.R);
# N: grid size; s: shift in units of the grid spacing; L: image index.
# Chain model: springs K_n = K1 x^(n-1), atomic mass M, lattice constant 1
# as the unit of length for q; energies in hartree, hbar = 1.
import itertools
import numpy as np
from scipy.integrate import quad
from scipy.constants import physical_constants

K1, x, M, N = 0.02, 0.4, 50000.0, 4
to_cm = physical_constants["hartree-inverse meter relationship"][0] / 100


def C_exact(q):
    return (4 * K1 * (1 + x) * np.sin(q / 2) ** 2
            / ((1 - x) * (1 - 2 * x * np.cos(q) + x * x)))


def phi_true(R):
    if R == 0:
        return 2 * sum(K1 * x ** (n - 1) for n in range(1, 200))
    return -K1 * x ** (abs(R) - 1)


def grid(n, s):
    return 2 * np.pi * (np.arange(n) + s) / n


def phi_grid(R, s, n=N):
    q = grid(n, s)
    return np.mean(C_exact(q) * np.exp(-1j * q * R))


def image_sum(R, weight):
    return sum(weight(L) * phi_true(R + N * L) for L in range(-40, 41))


def phi_mean(R):
    return 0.5 * (phi_grid(R, 0.0) + phi_grid(R, 0.5))


# Closed form of C(q) against the explicit sum over springs
for q in (0.3, 1.1, 2.9):
    direct = sum(2 * K1 * x ** (n - 1) * (1 - np.cos(n * q))
                 for n in range(1, 200))
    assert abs(direct - C_exact(q)) < 1e-14

# Image sums, twisted periodicity, even and odd images
for R in range(-5, 6):
    for s in (0.0, 0.5, 0.23):
        twisted = image_sum(R, lambda L: np.exp(2j * np.pi * s * L))
        assert abs(phi_grid(R, s) - twisted) < 1e-14
    assert abs(phi_grid(R + N, 0.5) + phi_grid(R, 0.5)) < 1e-14
    even = image_sum(R, lambda L: L % 2 == 0)
    odd = image_sum(R, lambda L: L % 2 == 1)
    assert abs(phi_mean(R) - even) < 1e-14
    assert abs((phi_grid(R, 0) - phi_grid(R, 0.5)) / 2 - odd) < 1e-14
    assert abs(phi_mean(R + N) - odd) < 1e-14
    assert abs(phi_mean(R) - phi_grid(R, 0.0, 2 * N)) < 1e-14

# Physical reading: displace every N-th atom of a ring, differentiate energy
ring = 64


def ring_energy(u):
    return sum(0.5 * K1 * x ** (n - 1) * np.sum((np.roll(u, -n) - u) ** 2)
               for n in range(1, ring // 2))


for s, sign in ((0.0, 1), (0.5, -1)):
    u = np.zeros(ring)
    u[::N] = [sign ** L for L in range(ring // N)]
    for R in range(N):
        up, down = u.copy(), u.copy()
        up[R] += 0.5
        down[R] -= 0.5
        gradient = ring_energy(up) - ring_energy(down)
        # tolerance: the ring cuts off springs of relative size x**31
        assert abs(gradient - phi_grid(R, s)) < 1e-11


# Interpolation on a symmetric cell, boundary terms shared equally
def interpolate(q, table, period):
    half = period // 2
    total = 0.0
    for R in range(-half, half + 1):
        w = 0.5 if abs(R) == half else 1.0
        total = total + w * table(R) * np.exp(1j * q * R)
    assert np.max(np.abs(np.imag(total))) < 1e-13
    return np.real(total)


schemes = {
    "unshifted": (lambda R: phi_grid(R, 0.0), N),
    "half-shifted": (lambda R: phi_grid(R, 0.5), N),
    "mean, doubled cell": (phi_mean, 2 * N),
    "mean, original cell": (phi_mean, N)}
dense = np.linspace(0, np.pi, 2001)
max_err, defect, freq = {}, {}, {}
q_test = np.pi / 8
for name, (table, period) in schemes.items():
    max_err[name] = np.max(np.abs(interpolate(dense, table, period)
                                  - C_exact(dense)))
    defect[name] = interpolate(0.0, table, period)
    c_val = interpolate(q_test, table, period)
    freq[name] = np.sign(c_val) * np.sqrt(abs(c_val) / M)


def misfit(name, s):
    q = grid(N, s)
    return np.max(np.abs(interpolate(q, *schemes[name]) - C_exact(q)))


assert misfit("unshifted", 0.0) < 1e-14
assert misfit("half-shifted", 0.5) < 1e-14
assert misfit("unshifted", 0.5) > 1e-4
for s in (0.0, 0.5):
    assert misfit("mean, doubled cell", s) < 1e-14
    assert misfit("mean, original cell", s) > 1e-4
assert abs(defect["unshifted"]) < 1e-14
assert abs(defect["mean, doubled cell"]) < 1e-14
assert abs(defect["half-shifted"]) > 1e-3
assert abs(defect["mean, original cell"]) > 1e-3
assert max_err["mean, doubled cell"] < min(
    v for k, v in max_err.items() if k != "mean, doubled cell")
curve_average = 0.5 * (interpolate(dense, *schemes["unshifted"])
                       + interpolate(dense, *schemes["half-shifted"]))
assert np.allclose(curve_average,
                   interpolate(dense, *schemes["mean, original cell"]),
                   atol=1e-14)


# Zero-point energy per atom sampled on the grids
def half_omega(q):
    return 0.5 * np.sqrt(C_exact(q) / M)


zpe = quad(half_omega, 0, np.pi, epsabs=1e-15, epsrel=1e-12)[0] / np.pi
sound = np.sqrt(sum(K1 * x ** (n - 1) * n * n for n in range(1, 200)) / M)
zpe_err = {}
for n in (4, 32):
    e0 = np.mean(half_omega(grid(n, 0.0))) - zpe
    eh = np.mean(half_omega(grid(n, 0.5))) - zpe
    zpe_err[n] = (e0, eh, 0.5 * (e0 + eh))
lead = np.array([-1 / 6, 1 / 12, -1 / 24]) * np.pi * sound / 32 ** 2
# tolerance: the next term is smaller by a factor of order 1/N**2
assert np.allclose(zpe_err[32], lead, rtol=0.01, atol=0)

# Three dimensions, two atoms per cell, random decaying force constants
rng = np.random.default_rng(7)
mesh = np.array([2, 3, 2])
cells = np.array(list(itertools.product(range(-5, 6), repeat=3)))
raw = rng.normal(size=(len(cells), 6, 6))
raw *= np.exp(-0.5 * np.linalg.norm(cells, axis=1))[:, None, None]
Phi3 = 0.5 * (raw + raw[::-1].transpose(0, 2, 1))


def back_transform(R, shift, size, lattice, matrices):
    total = 0
    for m in itertools.product(*[range(k) for k in size]):
        f = (np.array(m) + shift) / size
        Cq = np.tensordot(np.exp(2j * np.pi * lattice @ f), matrices, axes=1)
        total = total + Cq * np.exp(-2j * np.pi * np.dot(f, R))
    return total / np.prod(size)


def images3(R, weight):
    total = np.zeros((6, 6), complex)
    for cell, block in zip(cells, Phi3):
        if np.all((cell - R) % mesh == 0):
            total += weight((cell - R) // mesh) * block
    return total


R3 = np.array([1, -1, 0])
shift3 = np.array([0.3, 0.5, 0.2])
general = back_transform(R3, shift3, mesh, cells, Phi3)
assert np.allclose(
    general, images3(R3, lambda L: np.exp(2j * np.pi * shift3 @ L)),
    atol=1e-12)
assert np.max(np.abs(general.imag)) > 1e-3
moved = back_transform(R3 + [2, 0, 0], shift3, mesh, cells, Phi3)
assert np.allclose(moved, np.exp(-2j * np.pi * 0.3) * general, atol=1e-12)
halves = [np.array(h) / 2 for h in itertools.product((0, 1), repeat=3)]
two = [halves[0], halves[-1]]


def mean3(R, shifts, lattice, matrices):
    return sum(back_transform(R, h, mesh, lattice, matrices)
               for h in shifts) / len(shifts)


mean_two = mean3(R3, two, cells, Phi3)
mean_eight = mean3(R3, halves, cells, Phi3)
all_even = images3(R3, lambda L: np.all(L % 2 == 0))
assert np.max(np.abs(mean_two.imag)) < 1e-12
assert np.allclose(mean_two, images3(R3, lambda L: L.sum() % 2 == 0),
                   atol=1e-12)
assert np.max(np.abs(mean_two - all_even)) > 1e-3
assert np.allclose(mean_eight, all_even, atol=1e-12)
assert np.allclose(mean_eight, back_transform(R3, np.zeros(3), 2 * mesh,
                                              cells, Phi3), atol=1e-12)

survival = []
for L in ((1, 0, 0), (1, 1, 0), (1, 1, 1), (2, 0, 0)):
    site = np.array([L]) * mesh
    w2, w8 = [abs(mean3(np.zeros(3), sh, site, np.ones(1)))
              for sh in (two, halves)]
    assert abs(w2 - (sum(L) % 2 == 0)) < 1e-12
    assert abs(w8 - all(k % 2 == 0 for k in L)) < 1e-12
    survival.append((L, w2, w8))

print(f"K1 = {K1:.3f} Ha/bohr^2, x = {x}, M = {M:.0f} m_e, N = {N}")
print("Force constants in mHa/bohr^2:")
print("R     true   unshifted  half-shifted   mean")
for R in range(5):
    row = [phi_true(R), phi_grid(R, 0).real, phi_grid(R, 0.5).real,
           phi_mean(R).real]
    print(R, " ".join(f"{1000 * v + 0.0:11.4f}" for v in row))
print("Interpolated C(0) and largest error of C(q), mHa/bohr^2:")
for name in schemes:
    print(f"{name:20s} C(0) = {1000 * defect[name]:9.4f}"
          f"  max error = {1000 * max_err[name]:9.4f}")
print(f"Largest C(q), at q = pi: {1000 * C_exact(np.pi):.4f} mHa/bohr^2")
print("Frequency at q = pi/8:")
w_true = np.sqrt(C_exact(q_test) / M)
print(f"{'true':20s} {1000 * w_true:.4f} mHa = {w_true * to_cm:.2f} cm^-1")
for name, w in freq.items():
    print(f"{name:20s} {1000 * w:.4f} mHa = {w * to_cm:.2f} cm^-1")
print(f"Zero-point energy per atom: {1e6 * zpe:.4f} microHa")
print(f"Sound slope c = d(omega)/dq at q = 0: {1000 * sound:.4f} mHa")
print("Zero-point errors in microHa (unshifted, half-shifted, mean):")
for n, errs in zpe_err.items():
    print(f"N = {n:2d}:", " ".join(f"{1e6 * e:10.4f}" for e in errs))
print("Leading law, N = 32:", " ".join(f"{1e6 * e:10.4f}" for e in lead))
print("3D image weights (mean of two grids, mean of eight grids):")
for L, w2, w8 in survival:
    print(f"L = {L}: {w2:.3f} {w8:.3f}")
print("OK")
```

Output:

```
K1 = 0.020 Ha/bohr^2, x = 0.4, M = 50000 m_e, N = 4
Force constants in mHa/bohr^2:
R     true   unshifted  half-shifted   mean
0     66.6667     64.0394     69.1628     66.6011
1    -20.0000    -23.8095    -16.3807    -20.0951
2     -8.0000    -16.4204     -0.0000     -8.2102
3     -3.2000    -23.8095     16.3807     -3.7144
4     -1.2800     64.0394    -69.1628     -2.5617
Interpolated C(0) and largest error of C(q), mHa/bohr^2:
unshifted            C(0) =   -0.0000  max error =   15.6324
half-shifted         C(0) =   36.4015  max error =   36.4015
mean, doubled cell   C(0) =   -0.0000  max error =    2.2309
mean, original cell  C(0) =   18.2007  max error =   18.2007
Largest C(q), at q = pi: 95.2381 mHa/bohr^2
Frequency at q = pi/8:
true                 0.5810 mHa = 127.52 cm^-1
unshifted            0.4107 mHa = 90.14 cm^-1
half-shifted         0.8820 mHa = 193.57 cm^-1
mean, doubled cell   0.5480 mHa = 120.28 cm^-1
mean, original cell  0.6880 mHa = 150.99 cm^-1
Zero-point energy per atom: 548.4076 microHa
Sound slope c = d(omega)/dq at q = 0: 1.6102 mHa
Zero-point errors in microHa (unshifted, half-shifted, mean):
N =  4:   -58.7560    31.0976   -13.8292
N = 32:    -0.8252     0.4133    -0.2059
Leading law, N = 32:    -0.8233     0.4117    -0.2058
3D image weights (mean of two grids, mean of eight grids):
L = (1, 0, 0): 0.000 0.000
L = (1, 1, 0): 1.000 0.000
L = (1, 1, 1): 0.000 0.000
L = (2, 0, 0): 1.000 1.000
OK
```
